Why Quantum Confinement Slows the Dissolution of Porous Silicon Walls

To calculate how much silicon survives between the pores of an anodic etch, one must decide which energy goes into the Boltzmann factor for the hole supply. The candidates are the whole widening of the band gap and the lowering of the valence edge alone. In a dark etch fed by thermal holes it is the valence-edge part. In the example below, using the whole widening at fixed wall width would overstate the protection about ninetyfold.

Confinement does not bring dissolution to an absolute stop. It makes holes so scarce in a thin wall that the remaining width falls only logarithmically with time. On the time scale of an etch this can look like a stop.

What is being compared

Consider silicon in hydrofluoric acid under anodic bias, in the dark. Capture of a hole at the surface starts the removal of a silicon atom, and an electron injected into the silicon supplies the second elementary charge. The removal rate is taken as proportional to the rate of hole capture. A pore tip borders thick silicon, whereas a wall of width w has electrolyte on both sides.

Let hole energy E be measured downward from the bulk valence edge. A hole deep in the valence band therefore has positive E and is costly to create. Wall and tip are assumed to share the same hole quasi-Fermi level, and their surfaces the same band-edge position before confinement is added. Any common band bending then multiplies both hole populations by the same factor and leaves their ratio unchanged. If holes are consumed faster than they travel up the wall, the quasi-Fermi level there makes them scarcer still, which strengthens the protection.

The basic model has one heavy-hole band of mass m, nondegenerate holes, faces that the hole wave cannot penetrate, and the same capture probability for every hit on a surface.

From confinement to hole supply

The wave must vanish at both faces, so its normal wave number is k_n = nπ/w, with n = 1, 2, 3, and so on. The confinement energy is

E_n = ħ²k_n²/(2m) = n²π²ħ²/(2mw²).

Compare its lowest value with the thermal energy kT:

ε = E_1/kT = (λ/w)²,  λ = πħ/√(2mkT).

The next quantity is how often a confined hole strikes a face. Its normalized wave is

√(2/w) sin(k_n z) = [exp(ik_n z) − exp(−ik_n z)]/[i√(2w)].

Each travelling part has density 1/(2w) and speed v_n = ħk_n/m. The hit rate on one face is therefore

v_n/(2w) = nπħ/(2mw²).

Treating n as continuous for a moment, dE_n/dn = nπ²ħ²/(mw²). Hence

v_n/(2w) = (dE_n/dn)/(2πħ).

Motion parallel to the faces contributes the same thermal factor in wall and bulk, if the in-plane mass is unchanged. That factor, the band degeneracy and the Fermi-level factor cancel in the ratio. What remains for the wall is

J_wall ∝ Σ_n (dE_n/dn) exp(−E_n/kT)/(2πħ).

In bulk, the states moving toward the surface have density dk/(2π) and speed (dE/dk)/ħ. Their flux, with the same omitted factors, is

J_bulk ∝ ∫₀^∞ [dk/(2π)] (dE/dk)/ħ exp(−E/kT)
= [1/(2πħ)] ∫₀^∞ dE exp(−E/kT)
= kT/(2πħ).

Since E_n = n²εkT, its derivative is 2nεkT. Division gives the supply ratio

R(ε) = J_wall/J_bulk = 2ε Σ_n n exp(−εn²).

Two limits show what this means. For a thick wall ε is small and many subbands contribute. Put f(n) = 2εn exp(−εn²). The Euler–Maclaurin formula replaces the sum by its integral plus end corrections:

Σ_{n=0}^∞ f(n) ≈ ∫₀^∞ f dn + f(0)/2 − f′(0)/12 + f‴(0)/720.

The integral is 1, f(0) = 0, f′(0) = 2ε and f‴(0) = −12ε², so

R ≈ 1 − ε/6 − ε²/60.

A thick wall thus receives almost the bulk supply. For a thin wall ε is large, the first subband dominates, and

R ≈ 2ε exp(−ε).

Protection needs a hole shift of many kT. A gap that is measurably wider is not enough.

Why connection to bulk does not refill the wall

A wall is attached to silicon full of holes, so one may ask whether they simply spread into it. Equilibrium does not equalize density between regions with different allowed energies. Along the confined direction the bulk has thermal density ∫dk/(2π) exp(−E/kT) = √π/(2λ), taken over both signs of k. The wall has Σ_n exp(−εn²)/w. Their ratio is

p_wall/p_bulk = (2/√π)√ε Σ_n exp(−εn²).

For a 3 nm wall with m = 0.28 m₀ at 300 K this gives 0.0084. The connected geometry can also be treated directly. Take a two-dimensional block 12 nm square, open to a slot 3 nm wide and 14 nm long. Its Hamiltonian was diagonalized on a finite-difference grid, with spacing 0.25 nm across the slot and 0.5 nm along it. The thermal density halfway up the slot, averaged across the slot width and divided by the density at the block centre, is 0.0088. Halving both grid spacings gives 0.0085, closer to the formula. The wall stays poor in holes although the path from the block is open.

Bulk holes do enter the foot of the wall as a decaying wave. A hole of energy E below the first wall level has wave number components satisfying

(π/w)² − κ² = 2mE/ħ²,

where κ is the decay constant along the wall. Thus

κ² = (π/w)² − 2mE/ħ².

Near the bulk edge the probability falls as exp(−2πy/w), over a length w/(2π). For the final wall of the example this is 0.30 nm. The tail gives way to thermally excited holes only where it has become as small as their density, which is of order exp(−ε). Equating the two exponentials gives a height y ≈ εw/(2π), about 4 nm for the final wall. This drops the prefactors: on a grid with a 1.87 nm slot joined to a block, tail and thermal density become equal nearer 3 nm. Within this model, silicon well below that height can draw on bulk holes, while silicon above it must rely on thermally excited ones. This lets a pore deepen while its walls, above this foot, nearly cease to thin.

How the width changes with time

Let v be the recession speed of a surface with the bulk hole supply. Two elementary charges pass per removed atom, so a local tip current density j gives

v = j/(2eN),

where N is the number of silicon atoms per unit volume. Both faces of the wall recede, hence

dw/dt = −2vR(w).

Time and current enter this equation only through the product vt. At fixed temperature and chemistry, ten times the local tip current for the same time has the same effect as ten times the time.

Separating variables gives

t = ∫_w^{w₀} dw′/[2vR(w′)],

where w₀ is the initial width. At late times nearly all the time is spent at large ε. Set w′ = λx^(−1/2), so that dw′ = −(λ/2)x^(−3/2)dx, and use R ≈ 2x exp(−x):

t ≈ [λ/(8v)] ∫^ε x^(−5/2) exp(x) dx.

The lower limit matters little because the integrand grows exponentially. Repeated integration by parts gives

t ≈ [λ/(8v)] ε^(−5/2) exp(ε) [1 + 5/(2ε) + 35/(4ε²) + …].

To invert the leading term, write A = 8vt/λ = ε^(−5/2) exp(ε). Raising this to the power −2/5 gives A^(−2/5) = ε exp(−2ε/5). Multiplication by −2/5 then yields

(−2ε/5) exp(−2ε/5) = −(2/5)A^(−2/5).

This is the defining equation of the Lambert function W, whose value times its exponential equals its argument. Since ε exceeds 5/2 here, the lower branch applies:

ε ≈ −(5/2) W₋₁[−(2/5)A^(−2/5)],  w ≈ λ/√ε.

For the rate of loss per logarithm of time, insert the series for t into dw/d ln t = −2vRt:

dw/d ln t ≈ −4vε exp(−ε)t
≈ −[λ/(2ε^(3/2))][1 + 5/(2ε) + …].

The wall keeps thinning, but each equal factor in time removes less than the one before.

The same equation evens out wall thickness. For ε > 1 each term ε exp(−εn²) decreases as ε rises, because its derivative is (1 − εn²)exp(−εn²). In that range a thicker wall has a larger R and etches faster. Two walls of different initial width follow the same curve with a delay δt, and their late difference is approximately 2vRδt, which shrinks with R.

A worked wall

Take m = 0.28 m₀, T = 300 K, j = 10 mA/cm², w₀ = 10 nm and an etch time of 600 s. These are rough values for moderately doped p-type silicon. The atom density is 4.997 × 10²² cm⁻³, from eight atoms in a cubic cell of side 0.543 nm. The bulk-like speed is

v = 0.010/(2 × 1.602 × 10⁻¹⁹ × 4.997 × 10²²) cm/s
= 6.246 nm/s.

Without confinement the wall would vanish in 10/(2 × 6.246) = 0.80 s.

With kT = 0.02585 eV, λ is 7.21 nm. The supply then changes as follows:

w = 5 nm: E_1 = 0.054 eV, R = 0.52.
w = 3 nm: E_1 = 0.149 eV, R = 0.036.
w = 2 nm: E_1 = 0.336 eV, R = 5.9 × 10⁻⁵.

Going from 5 to 3 nm lowers the supply about fifteenfold. The next nanometre lowers it about six-hundredfold.

Numerical integration of the thinning equation gives widths of 3.43 nm after 1 s, 2.35 nm after 10 s, 2.09 nm after 60 s and 1.87 nm after 600 s. The Lambert expression gives 1.85 nm at 600 s. At that time ε = (7.208/1.869)² = 14.9, the hole shift is 0.385 eV and R = 1.03 × 10⁻⁵. The remaining speed, counting both faces, is

2 × 6.246 × 1.03 × 10⁻⁵ = 1.29 × 10⁻⁴ nm/s.

Another 600 s removes 0.051 nm. The spacing of atomic layers along [100] is 0.136 nm, so doubling the time removes less than one layer on average. Walls that start at 8 and 12 nm differ by only 4.6 × 10⁻⁵ nm at 600 s. That is a property of the continuous equation; a real surface has atomic steps.

For an electron mass of 0.92 m₀ along the wall normal, the conduction edge rises by 0.117 eV. With a bulk gap of 1.12 eV the widened gap is

1.12 + 0.385 + 0.117 = 1.62 eV.

Putting the electron part into the hole Boltzmann factor would introduce a false suppression exp(−0.117/0.02585) ≈ 0.011. This is the ninetyfold error mentioned at the start.

How far the width can be trusted

The logarithmic law is less sensitive to the capture rate than to the relation between width and hole shift. Suppose the capture probability per hit is proportional to normal speed. The weight n in the sum becomes n². Since ∫₀^∞ n² exp(−εn²)dn = √π/(4ε^(3/2)), the ratio normalized to bulk is

R′ = (4ε^(3/2)/√π) Σ_n n² exp(−εn²).

At large ε this exceeds R by 2√(ε/π), about 4.4 at the final ε. Yet integration with R′ gives a final width of 1.77 nm, only 0.10 nm less.

Penetration of the wave through the faces matters more. For a barrier of 3 eV, a rough value, and the same mass outside, the lowest even state obeys k tan(kw/2) = κ_out. Here κ_out is the decay constant outside, so

w = (2/k) arctan(κ_out/k).

Keeping the shift at 0.385 eV fixes k = π/1.869 = 1.68 nm⁻¹ and κ_out = k√[(3 − 0.385)/0.385] = 4.38 nm⁻¹. The width becomes 1.43 nm. The softer boundary lowers the confinement energy, so the wall must be thinner to reach the same shift.

Wall orientation moves the result furthest among the effects sized here. Bulk bands were computed in plane waves with a local empirical pseudopotential, using form factors of −0.21, 0.04 and 0.08 Ry at squared reciprocal vectors 3, 8 and 11, in units of (2π/a)² with a = 0.543 nm. Spin–orbit coupling was left out. Setting the normal wave number to π/w and holding the shift at 0.385 eV gives widths of 1.72 nm for a [100] normal, 1.04 nm for [111] and 0.69 nm for [110]. These values are converged in the plane-wave cutoff, but this potential gives a bulk gap of only 0.82 eV. Form factors of −0.2241, 0.0551 and 0.0724 Ry, with a gap of 1.06 eV, shift the widths by up to 0.02 nm and the band energies quoted below by up to 0.02 eV. The top valence band falls least rapidly along [110], so that wall must be thinnest. A width of 0.69 nm is too small for bulk bands with hard faces to be a reliable description. It shows that orientation cannot be ignored, and it is not a prediction of a surviving wall. At a [100] width of 1.87 nm the same calculation puts the next band 0.58 eV below the bulk edge, against 0.33 eV for the top one, so the next band adds little to the supply within the wall. The bulk supply does contain the light band, which the one-band ratio leaves out. A factor of two in the supply ratio would move the final width by only about 0.05 nm, as a factor of two in time does.

The surrounding liquid also shifts the hole through its image charges. At the wall centre, images of strength γ^s lie at distances sw on both sides, with s = 1, 2, 3, and so on. Half their interaction energy is the self-energy

ΔE = [e²/(4πε₀ε_Si w)] Σ_s γ^s/s
= −[e²/(4πε₀ε_Si w)] ln(1 − γ),
γ = (ε_Si − ε_out)/(ε_Si + ε_out).

With ε_Si = 11.7 and w = 1.87 nm, a fast liquid response, ε_out = 1.8, adds 0.087 eV to the hole cost at the wall centre. A full static response, ε_out = 80, lowers it there by 0.037 eV. Averaged over the lowest hole wave, the two shifts are +0.098 and −0.048 eV. Even the sign depends on how quickly the liquid follows the hole. Because E_1 varies as 1/w², these changes move the width by roughly +0.2 and −0.1 nm at first order. Integrating the thinning equation with the image energy scaling as 1/w gives +0.31 and −0.13 nm.

Heating to 330 K at unchanged v gives 1.78 nm. For an acceptor density of 10¹⁶ cm⁻³, degeneracy is negligible: the leading correction p/(2^(3/2)N_v) is 0.02%, where p is the hole density and N_v the effective density of valence states for a density-of-states mass of 0.8 m₀.

Comparison with real porous layers

Moderately doped p-type silicon etched in the dark typically leaves a skeleton with features of a few nanometres, so the model width is of the right order, toward the thin end. The real skeleton is irregular and often closer to wires than to flat walls. In a square wire with isotropic mass both transverse directions contribute, and the lowest shift is 2E_1. Holding it at 0.385 eV gives a side of √2 × 1.87 = 2.64 nm. Shape therefore moves the answer upward by 0.8 nm, while soft faces move it downward by 0.4 nm. Mixing of the valence bands by in-plane motion, surface states and relaxation of the hydrogen-covered surface are not included.

Heavily doped p-type silicon can have walls of roughly 10 nm. There ε = (7.21/10)² = 0.52, and the thick-wall expansion gives R ≈ 0.91. Confinement cannot protect such walls in this model. Another cause is needed, and depletion of carriers by the space charge is a candidate that this calculation does not treat.

When protection fails, and what to do

Light creates holes inside the wall and bypasses the thermal barrier. Suppose each absorbed photon supplies one hole that removes one atom. The photon flux Φ that matches the thermal supply follows from Φαw = N|dw/dt|, where α is the absorption coefficient. For α = 10⁴ cm⁻¹, an assumed bulk value,

Φ = (5.00 × 10²² × 1.29 × 10⁻¹¹)/(10⁴ × 1.87 × 10⁻⁷)
= 3.4 × 10¹⁴ cm⁻² s⁻¹.

For photons of 2.5 eV this is about 0.14 mW/cm². Kept on throughout the 600 s etch, with the same α, it lowers the final width only from 1.87 to 1.83 nm. Ten times as much light gives 1.37 nm. Weak stray light therefore does little on this time scale, but thin walls must be shielded from bright light. If further thinning is wanted, light can provide it as long as the photon energy exceeds the widened gap, here 1.62 eV. Absorption then weakens as the wall narrows, which gives illuminated etching a separate limit in which both band-edge shifts count.

A potential difference between wall and tip can also undo the protection. If it lowers the hole cost at the wall by δ relative to the tip, the supply is multiplied by exp(δ/kT). At 300 K, 0.06 eV gives a factor of ten, and kT ln(1/R) = 0.30 eV restores the bulk supply to the final wall. The calculated protection therefore depends on the assumption that wall and tip surfaces share the same band-edge position before confinement is added.

Finally, chemical attack that needs no holes is unaffected by R. If it removes each face at speed u, it overtakes the electrochemical loss when 2u exceeds 1.29 × 10⁻⁴ nm/s. At that threshold it alone would consume the 1.87 nm wall in about 1.5 × 10⁴ s, or four hours. The threshold is low, u ≈ 0.004 nm/min, so a real solution may exceed it, and the attack also acts while the current flows. With an assumed u = 0.03 nm/min the width is 1.45 nm after 600 s and 0.25 nm after 1800 s; time is then a strong control and no longer enters only through vt. A long soak after the current is switched off likewise thins the wall linearly. The layer should be rinsed promptly when its width matters.

For a dark etch within these limits, with chemical attack below the threshold above, time and current are weak controls of the final width: a tenfold increase of their product, from the 60 s to the 600 s state, removes 0.22 nm. A calculation of the surviving width should spend its effort on the valence-edge shift for the actual shape, orientation and surface. An error there enters the exponent, while an error in the capture rate enters through a logarithm.
